# Why classical spins miss Bloch's law, and what temperature rescaling repairs

## One spin in a field

Put one spin of length $S$ in a field that gives it the energy $-hS_z$, with $h>0$ an energy and $S_z$ measured in units of $\hbar$. Let $u=S-S_z$ be the loss of alignment, which costs energy $hu$.

For a classical spin, equal areas on the sphere correspond to equal intervals of $S_z$, so $u$ is uniformly weighted between $0$ and $2S$. When $kT\ll hS$ the upper limit can be moved to infinity:

$$
\langle u\rangle_{\rm cl}=\frac{\int_0^\infty u\,e^{-hu/kT}du}{\int_0^\infty e^{-hu/kT}du}=\frac{kT}{h}.
$$

For a quantum spin, $u$ takes the values $n=0,1,\dots,2S$. When $kT\ll h$ the upper limit again does not matter, and the geometric series gives

$$
\langle u\rangle_{\rm qu}=\frac{\sum_n n\,e^{-hn/kT}}{\sum_n e^{-hn/kT}}=\frac{1}{e^{h/kT}-1}.
$$

The classical spin can tilt by an arbitrarily small amount at arbitrarily small cost. The quantum spin must pay at least $h$, so its loss is exponentially small. A ferromagnet has many such modes, with energies from zero up to a band top, and its magnetization curve depends on how many of them are frozen.

## The modes of the ferromagnet

Take a simple cubic lattice of $N$ sites with lattice constant 1 and

$$
H=-J\sum_{\rm bonds}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,
$$

each bond counted once. There is no gap, and an infinitesimal field fixes the direction of the magnetization. Localized spins are assumed. Electron-hole spin flips in metals, dipolar forces and lattice vibrations are left out.

**Quantum modes.** Let $|j\rangle$ be the aligned state, of energy $E_0$, with the spin at $j$ lowered by one unit. Use $\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+)$. On each of the six bonds touching $j$, the $z$ part changes from $S^2$ to $S(S-1)$, which raises the energy by $JS$. The transverse part moves the flip to a neighbour with amplitude $\tfrac12\cdot2S=S$. Thus

$$
H|j\rangle=(E_0+6JS)|j\rangle-JS\sum_{\delta}|j+\delta\rangle .
$$

A plane wave of flips has excitation energy

$$
\varepsilon_{\mathbf k}=2JS(3-\cos k_x-\cos k_y-\cos k_z).
$$

Each magnon lowers the total spin by one. With $m$ the magnetization divided by its saturation value, $1-m=(NS)^{-1}\sum_{\mathbf k}n_{\mathbf k}$. At low temperature magnons are dilute, and to leading order they are independent bosons.

**Classical modes.** Write $\mathbf S_j=(x_j,y_j,S-(x_j^2+y_j^2)/2S)$ for small tilts. To second order a bond has energy

$$
-JS^2+\tfrac J2\left[(x_i-x_j)^2+(y_i-y_j)^2\right].
$$

With $x_j=N^{-1/2}\sum_{\mathbf k}x_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_j}$, the squared differences along axis $a$ give a factor $2-2\cos k_a$. The energy above the aligned state is therefore $\sum_{\mathbf k}\varepsilon_{\mathbf k}n_{\mathbf k}$, where

$$
n_{\mathbf k}=\frac{|x_{\mathbf k}|^2+|y_{\mathbf k}|^2}{2S}.
$$

The total spin loss is $\sum_j(x_j^2+y_j^2)/2S=\sum_{\mathbf k}n_{\mathbf k}$. Both theories thus share the same mode energies and the same relation between occupation and magnetization. They differ in $n_{\mathbf k}$.

## Contribution 1: equipartition gives the linear law

Each mode has two quadratic coordinates, and each coordinate carries $kT/2$. Hence $\varepsilon_{\mathbf k}\langle n_{\mathbf k}\rangle=kT$ and

$$
1-m_{\rm cl}=\frac1{NS}\sum_{\mathbf k}\frac{kT}{\varepsilon_{\mathbf k}}
=\frac{W}{6}\frac{kT}{JS^2},\qquad
W=\frac1N\sum_{\mathbf k}\frac{6JS}{\varepsilon_{\mathbf k}}.
$$

To evaluate $W$, use $1/a=\int_0^\infty e^{-ax}dx$ and $I_0(x)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{x\cos k}dk$:

$$
W=3\int_0^\infty\left[e^{-x}I_0(x)\right]^3dx=1.5164 .
$$

At large $x$ the integrand falls as $x^{-3/2}$, so the integral converges. In two dimensions it would fall as $x^{-1}$ and the loss would diverge, so both the linear law and Bloch's law need three dimensions here.

A Monte Carlo simulation of $8^3$ classical spins tests this without the small-tilt approximation. At $kT=0.05\,JS^2$ and $0.10\,JS^2$ the losses are 0.0113 and 0.0228. The harmonic sums for that finite lattice, without the uniform mode, give 0.0112 and 0.0225. Doubling $T$ multiplies the loss by 2.01, whereas a $T^{3/2}$ law would give 2.83. The energy per spin is $kT$ to within one per cent.

## Contribution 2: Bose statistics gives Bloch's law

Now $n_{\mathbf k}=1/(e^{\varepsilon_{\mathbf k}/kT}-1)=\sum_{n\ge1}e^{-n\varepsilon_{\mathbf k}/kT}$. Define $t=kT/(JS)$. The average over $\mathbf k$ factorizes into three equal integrals:

$$
\frac1N\sum_{\mathbf k}n_{\mathbf k}=\sum_{n=1}^\infty\left[e^{-2n/t}I_0(2n/t)\right]^3 .
$$

At low temperature the argument $x=2n/t$ is large, and small $k$ dominates. Expanding $x(1-\cos k)\simeq xk^2/2-xk^4/24$ leaves a Gaussian weight with $\langle k^4\rangle=3/x^2$, so

$$
e^{-x}I_0(x)\simeq\frac{1}{\sqrt{2\pi x}}\left(1+\frac1{8x}\right).
$$

Cubing this and inserting $x=2n/t$ gives $(t/4\pi n)^{3/2}(1+3t/16n)$. The sum over $n$ produces zeta functions:

$$
1-m_{\rm qu}=\frac1S\left(\frac{t}{4\pi}\right)^{3/2}
\left[\zeta(\tfrac32)+\frac{3t}{16}\zeta(\tfrac52)+\dots\right].
$$

The first term is Bloch's law. The second is a lattice correction, because the band is not purely quadratic.

The freezing of the modes can be tested on a ring of five quantum spins with $S=1$, $J=0.2$, a field energy $h=1$ and $kT=0.2$. Exact diagonalization gives a total spin loss of 0.01054, the Bose formula 0.01053, and equipartition 0.745. This rules out equipartition. At such small occupations, however, the Bose formula differs from a plain Boltzmann factor by only about 0.5%, and interactions between magnons enter at the same order in $e^{-h/kT}$, here with about a tenth of that size. The ring therefore favours Bose over Boltzmann statistics, but only through a small correction.

**Worked numbers.** Take $S=1$ and $J=10$ meV, so that $JS/k=116.0$ K. At 40 K, $t=40/116.0=0.345$. Then

$$
1-m_{\rm cl}=\frac{1.5164}{6}(0.345)=0.087,\qquad
1-m_{\rm Bloch}=2.612\left(\frac{0.345}{4\pi}\right)^{3/2}=0.0119 .
$$

The full Bose sum is 0.0123. The classical loss is about seven times too large at 40 K, and at 10 K it is about fifteen times too large (0.0218 against 0.0015). These ratios use the linear law; at 40 K, where $kT=0.345\,JS^2$, anharmonic terms raise the classical loss by a further 6 to 7%, to about 0.093.

## Where the classical excess sits

Keep only the classical modes with $\varepsilon<kT$. At low temperature $\varepsilon\simeq JSk^2$, so these modes fill a sphere of radius $\sqrt t$:

$$
\frac1S\int_{k<\sqrt t}\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{t}{k^2}
=\frac{t^{3/2}}{2\pi^2S}.
$$

This already has Bloch's exponent, although the occupation is classical. The linear term must therefore come from the modes above $kT$. At 40 K they supply 88% of the classical loss, and at 10 K they supply 94%. Bose statistics suppresses them, exponentially once $\varepsilon\gg kT$. In short, at low temperature the number of active modes grows as $T^{3/2}$, while the classical model keeps the whole band active at every temperature.

## Two limits that bound the argument

**Large spin.** For $x=\varepsilon/kT\ll1$,

$$
\frac1{e^x-1}=\frac1x\,\frac1{1+x/2+x^2/6+\dots}=\frac1x-\frac12+\frac x{12}+\dots
$$

Hold $\theta=kT/(JS^2)$ fixed and let $S$ grow. Then $t=S\theta\to\infty$, and the loss becomes $W\theta/6-1/(2S)+\dots$, which tends to the classical result. The linear law is thus correct for large spins in the window $12JS\ll kT\ll JS^2$. For the example no such window exists: the band top is 120 meV, while the ordering temperature estimated below corresponds to 26 to 29 meV.

**A gap.** Anisotropy or a field may add a constant $\Delta$ to every $\varepsilon_{\mathbf k}$. Each term of the Bose sum then gains a factor $e^{-n\Delta/kT}$, so $\zeta(\tfrac32)$ becomes $\sum_n e^{-n\Delta/kT}n^{-3/2}$. For $kT\ll\Delta$ the quantum loss is exponentially small, while the classical loss remains linear. Bloch's law therefore holds for $\Delta\ll kT\ll JS$. The first condition is the more demanding, because the gap correction is of relative order $\sqrt{\Delta/kT}$: the loss is still 13% below Bloch's value at $\Delta=0.01\,kT$. Without a gap the full Bose sum exceeds Bloch's law by 4% at $kT=0.345\,JS$ and by 15% at $kT=JS$.

## Remedy 1: one matched temperature

Run the classical model at a temperature chosen to imitate the quantum magnet at $T$. Matching the magnetization requires

$$
kT_N=\frac{6JS}{W}\,\frac1N\sum_{\mathbf k}n_{\mathbf k}\propto T^{3/2}.
$$

Matching the magnon energy instead requires $kT_E=N^{-1}\sum_{\mathbf k}\varepsilon_{\mathbf k}n_{\mathbf k}$, because the classical energy per mode is $kT_E$. In the $n$th exponential the Gaussian weight has $\langle k^2\rangle=3t/2n$, so

$$
kT_E\simeq JS\,\frac{3t}{2}\,\zeta(\tfrac52)\left(\frac t{4\pi}\right)^{3/2}\propto T^{5/2}.
$$

Dividing the leading forms gives

$$
\frac{T_N}{T_E}\simeq\frac{4\,\zeta(3/2)}{W\,\zeta(5/2)}\,\frac1t ,
$$

which diverges as $T\to0$. One temperature cannot serve both purposes in the Bloch regime.

At 40 K, $T_N=5.65$ K and $T_E=0.406$ K, a ratio of 13.9. A run at $T_N$ has the right magnetization but 13.9 times the magnon energy. Its heat capacity, $k\,dT_N/dT$ per spin, varies as $T^{1/2}$ instead of $T^{3/2}$. A run at $T_E$ has the right energy but a magnetization loss 13.9 times too small.

Both choices also damage the longest waves. For $\varepsilon\ll kT$ the true occupation is $kT/\varepsilon$ at the physical temperature. The run at $T_N$ gives $kT_N/\varepsilon$, which at 40 K is smaller by the factor $5.65/40=0.14$. The average is right because too few long waves are offset by too many short ones.

## Remedy 2: a power of the reduced temperature

Another recipe sets the classical ordering temperature equal to that of the material, $T_c$, and maps

$$
\frac{T_{\rm cl}}{T_c}=\left(\frac T{T_c}\right)^\alpha .
$$

If the classical model orders at $kT_c=t_cJS^2$, its linear law in reduced form gives

$$
1-m\simeq c_1\left(\frac{T}{T_c}\right)^\alpha,\qquad c_1=\frac{Wt_c}6 .
$$

Bloch's exponent demands $\alpha=3/2$. The prefactor is then fixed at $c_1$, whereas the quantum magnet has

$$
b=\frac{\zeta(3/2)}S\left(\frac{kT_c}{4\pi JS}\right)^{3/2}.
$$

Nothing in the recipe makes the two equal. If $\alpha$ is fitted at one temperature, setting $c_1(T/T_c)^\alpha=b(T/T_c)^{3/2}$ gives

$$
\alpha=\frac32+\frac{\ln(c_1/b)}{|\ln(T/T_c)|},
$$

which approaches $3/2$ only logarithmically as $T\to0$.

For numbers, simulations on $4^3$ and $8^3$ lattices give $t_c\approx1.42$. This small-lattice estimate is low: $6^3$ and $12^3$ lattices give about 1.44, which would raise the $T_c$ below by about 6 K and $b$ by about 0.01, and lower the fitted exponents by less than 0.01. Replacing $S^2$ by $S(S+1)$ as a rough quantum correction gives $T_c\approx330$ K. This replacement is an assumption, and the numbers in this section depend on it. Then $c_1\approx0.36$ and $b\approx0.28$. At 40 K the choice $\alpha=3/2$ gives a loss of 0.0152, about 23% above the Bose value of 0.0123. With the linear classical law, the fitted exponent drifts from about 1.57 at 10 K to about 1.62 at 80 K; the curvature of the true classical $m(T)$ would raise the last value slightly. These figures are sensitive to $T_c$. For $S=1$ the $S(S+1)$ replacement is likely too high: within a pair (constant-coupling) approximation the quantum ordering temperature lies about 9% below it, near 300 K. Then $b\approx0.25$, the choice $\alpha=3/2$ gives a loss about 40% above the Bose value at 40 K, and the fitted exponent drifts from about 1.61 to about 1.73. In this temperature range the map is a rough interpolation for $m(T)$, and a fitted $\alpha$ is not a material constant with a meaning of its own.

Near $T_c$, suppose the classical curve is $m=A(1-T_{\rm cl}/T_c)^\beta$. Since $1-(T/T_c)^\alpha\simeq\alpha(1-T/T_c)$, the map keeps $\beta$ and multiplies the amplitude by $\alpha^\beta$. A fit to low-temperature data thus also alters the critical amplitude, for no reason connected with critical behaviour.

The exponent needs no quantum repair. Critical fluctuations at a nonzero $T_c$ are long and slow, with characteristic energies far below $kT_c$, where Bose occupation reduces to equipartition. This argument supports classical critical exponents; it does not fix $T_c$ or the amplitudes.

## Remedy 3: a temperature for each mode

The fault lies in the distribution over modes, so the direct cure is to give mode $\mathbf k$ the thermal energy

$$
k\Theta_{\mathbf k}=\frac{\varepsilon_{\mathbf k}}{e^{\varepsilon_{\mathbf k}/kT}-1}.
$$

Its classical occupation $k\Theta_{\mathbf k}/\varepsilon_{\mathbf k}$ is then the Bose occupation. In the harmonic regime this restores the magnetization, the magnon energy and the long waves together. In a simulation it calls for random forces whose strength depends on frequency, and for weak damping. A damped mode also responds to noise away from its own frequency, so a mode far above $kT$ can draw energy from the strong low-frequency noise and exceed its Bose occupation. For Gilbert damping $\lambda$ the excess occupation is of order $\lambda(kT/\varepsilon)^2$. It adds a magnon energy proportional to $\lambda T^2$, which outweighs the $T^{5/2}$ term at low enough temperature. In the example, $\lambda=0.01$ leaves the magnetization loss within 1% but raises the magnon energy by about 18% at 10 K and 8% at 40 K.

Even with weak damping, the guarantee ends with the harmonic approximation. Interacting classical modes exchange energy and tend towards equipartition, against the thermostat. The outcome then depends on the coupling to the bath, which the present calculation does not assess. At low temperature $T_N$ suffices for the magnetization alone, and $T_E$ for the magnon energy alone, whose derivative with respect to $T$ is the heat capacity. For both together, or for mode-resolved fluctuations, the mode-dependent form is the better founded choice.

## Numbers as computed

```
Spin S: 1; exchange J: 10.0 meV
Magnon band top 12JS: 120.0 meV
Temperature JS/k: 116.0 K
Lattice constant W: 1.516386 (dimensionless)
zeta(3/2): 2.612375; zeta(5/2): 1.341487
Five-spin ring, S=1, J=0.2, field=1, kT=0.2 (model units)
  total spin loss, exact: 0.01054
  total spin loss, Bose: 0.01053
  total spin loss, equipartition: 0.74545
Classical Monte Carlo, 8x8x8; T in JS^2/k
  T=0.05: loss 0.01133, harmonic 0.01123
    energy per spin / kT: 1.0023
  T=0.10: loss 0.02283, harmonic 0.02246
    energy per spin / kT: 1.0062
  loss ratio on doubling T: 2.014
Infinite lattice: fractional magnetization losses
  10 K: classical 0.02178, quantum 0.001496, Bloch 0.001483
  20 K: classical 0.04356, quantum 0.004269, Bloch 0.004196
  40 K: classical 0.08711, quantum 0.012310, Bloch 0.011868
  80 K: classical 0.17423, quantum 0.036544, Bloch 0.033567
Share of classical loss from modes above kT
  10 K: 94.1 %
  20 K: 91.6 %
  40 K: 88.1 %
  80 K: 82.8 %
Classical temperatures matching m or energy
  10 K: T_N 0.687 K, T_E 0.0117 K, ratio 58.7
  20 K: T_N 1.960 K, T_E 0.0678 K, ratio 28.9
  40 K: T_N 5.653 K, T_E 0.4057 K, ratio 13.9
  80 K: T_N 16.780 K, T_E 2.6677 K, ratio 6.3
Exponent of T_N, 10 to 20 K: 1.513
Exponent of T_E, 10 to 20 K: 2.536
Classical kT_c/(JS^2), L=4/8 crossing: 1.42
Estimated quantum T_c: 328 K
Power-rescaling coefficient c1: 0.358
Bloch coefficient at this T_c: 0.279
Power rescaling: loss at alpha=1.5 and fitted alpha
  10 K: loss 0.00190, alpha 1.568
  20 K: loss 0.00537, alpha 1.582
  40 K: loss 0.01520, alpha 1.600
  80 K: loss 0.04299, alpha 1.615
```
